**First-order strain operator in comoving coordinates: symbolic and numerical tests**

For a crystal deformed by $\mathbf r=(1+u)\mathbf r'$, with strain $e$ the symmetric part of $u$, the program tests the first-order operator $-p_ie_{ij}p_j/m+e_{ij}V_{ij}$, where $V_{ij}$ is the strain derivative of the potential at fixed $\mathbf r'$. It asserts the kinetic term by symbolic differentiation with a non-symmetric $u$, and the rigid-atom form of $V_{ij}$ by lattice sums with displaced atoms. For a silicon-like model crystal it asserts that the operator reproduces finite-difference strain derivatives from direct diagonalization, both for the valence triplet under general strain, rotation and internal displacement, and for two bands at fixed laboratory wave vector. It also asserts that the first-order error falls by a factor near 4 when the strain is halved; the output shows 3.95. Under 1% biaxial tension the first-order valence and valley splittings are 0.133 and −0.149 eV, against 0.128 and −0.149 eV from direct diagonalization. The deformation potentials are $b=-2.48$ eV, $\Xi_u=8.39$ eV and, with internal displacement parameter 0.5, $d=-4.22$ eV. The form factor is a rough local one with rigid atoms, so these are model values and not measured ones.

## Check in Python

```python
# Result under test: in comoving coordinates r' (r = F r', F = 1 + u) the
# first-order change of a crystal Hamiltonian under uniform strain e = sym(u) is
#     e_ij D_ij = - p_i e_ij p_j / m + e_ij V_ij(r'),
# V_ij = derivative of V_strained((1+e) r') with respect to e_ij at e = 0.
# Symbols: G reciprocal vectors of the unstrained crystal, kc comoving wave
# vector, tau half the vector joining the two atoms of the diamond cell,
# zeta internal-displacement parameter, v(q) form factor of the rigid atoms.
# Internal units: Hartree atomic units (hbar = m = 1). Printed energies: eV.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import minimize_scalar

HARTREE = const.value('Hartree energy in eV')
BOHR_NM = const.value('Bohr radius') * 1e9
I3 = np.eye(3)
lattice_nm = 0.543
a0 = lattice_nm / BOHR_NM
unit_k = 2 * np.pi / a0
tau0 = np.ones(3) * a0 / 8


def form_factor(q):
    """Rough local pseudopotential of silicon type and its slope dv/dq."""
    q2 = q * q
    growth = 2.1 * np.exp(0.49 * q2)
    den = growth - 1
    base = 0.27 * (q2 - 2.2) / den
    base_slope = 0.27 / den - base * 0.49 * growth / den
    th = np.tanh((5.0 - q2) / 0.3)
    cut = 0.5 * (1 + th)
    cut_slope = -0.5 * (1 - th**2) / 0.3
    return base * cut, 2 * q * (base_slope * cut + base * cut_slope)


def fourier_derivative(q, qeq, trace, v, dv):
    """First-order change of a Fourier coefficient of rigid atoms."""
    return -trace * v - qeq * dv / np.maximum(q, 1e-12)


def plane_waves(smax):
    m = np.arange(-11, 12)
    g = np.array(np.meshgrid(m, m, m)).reshape(3, -1).T
    parity = g % 2
    same = (parity == parity[:, :1]).all(axis=1)
    return g[same & ((g**2).sum(axis=1) <= smax)] * unit_k


def internal_shift(e, zeta):
    return -zeta * a0 / 4 * np.array([e[1, 2], e[0, 2], e[0, 1]])


def hamiltonian(G, kc, F=I3, zeta=0.0):
    """Deformed crystal, built from its own laboratory-frame vectors."""
    inverse = np.linalg.inv(F)
    g, k = G @ inverse, kc @ inverse
    tau = F @ tau0 + internal_shift((F + F.T) / 2 - I3, zeta)
    q = g[:, None] - g[None]
    qn = np.sqrt((q**2).sum(axis=-1))
    H = form_factor(qn)[0] * np.cos(q @ tau) / np.linalg.det(F)
    np.fill_diagonal(H, 0.5 * ((k + g)**2).sum(axis=1))
    return H


def strain_operator(G, kc, e, zeta=0.0, slope=1.0):
    """Kinetic and potential parts of e_ij D_ij in comoving plane waves."""
    q = G[:, None] - G[None]
    qn = np.sqrt((q**2).sum(axis=-1))
    qeq = ((q @ e) * q).sum(axis=-1)
    v, dv = form_factor(qn)
    P = fourier_derivative(qn, qeq, np.trace(e), v, slope * dv) * np.cos(q @ tau0)
    P -= v * np.sin(q @ tau0) * (q @ internal_shift(e, zeta))
    np.fill_diagonal(P, 0.0)
    p = kc + G
    return -np.diag(((p @ e) * p).sum(axis=1)), P


def project(states, operators):
    return [states.T @ op @ states for op in operators]


def singlet_minus_doublet(kin, pot):
    """Splitting of a triplet into singlet and doublet: kinetic, potential, sum."""
    w, c = np.linalg.eigh(kin + pot)
    single = 2 if w[1] - w[0] < w[2] - w[1] else 0
    others = [i for i in range(3) if i != single]
    parts = [np.diag(c.T @ m @ c) for m in (kin, pot, kin + pot)]
    return np.array([d[single] - d[others].mean() for d in parts])


# --- kinetic operator: symbolic differentiation, non-symmetric gradient ---
t = sp.Symbol('t')
r = sp.Matrix(sp.symbols('x y z'))
grad_u = sp.Matrix([[1, 2, 0], [4, 3, -1], [2, 1, -2]]) / 10
F_sym = sp.eye(3) + t * grad_u


def trial(s):
    return s[0]**3 * s[1] + s[0] * s[1]**2 * s[2] + s[1] * s[2]**3


psi = trial(F_sym.inv() * r)
kinetic_lab = -sum(sp.diff(psi, c, 2) for c in r) / 2
moved = F_sym * r
kinetic_com = kinetic_lab.subs(dict(zip(r, moved)), simultaneous=True)
found = sp.diff(kinetic_com, t).subs(t, 0)
e_sym = (grad_u + grad_u.T) / 2
expected = sum(e_sym[i, j] * sp.diff(trial(r), r[i], r[j])
               for i in range(3) for j in range(3))
assert sp.expand(found - expected) == 0

# --- potential derivative: displaced atoms, real-space form, Fourier form ---
e_test = np.array([[0.6, 0.2, -0.3], [0.2, -0.5, 0.4], [-0.3, 0.4, 0.3]])
width = 0.25
m = np.arange(-5, 6)
cells = np.array(np.meshgrid(m, m, m)).reshape(3, -1).T.astype(float)
point = np.array([0.13, 0.31, -0.22])


def lattice_sum(F):
    d = F @ point - cells @ F.T
    return -np.exp(-(d**2).sum(axis=1) / (2 * width**2)).sum()


h = 1e-4
moved_atoms = (lattice_sum(I3 + h * e_test) - lattice_sum(I3 - h * e_test)) / (2 * h)
d = point - cells
atom = -np.exp(-(d**2).sum(axis=1) / (2 * width**2))
atom_gradient = -d * atom[:, None] / width**2
real_form = ((d @ e_test) * atom_gradient).sum()
g_sc = 2 * np.pi * cells
gn = np.sqrt((g_sc**2).sum(axis=1))
vg = -(2 * np.pi * width**2)**1.5 * np.exp(-(gn * width)**2 / 2)
change = fourier_derivative(gn, ((g_sc @ e_test) * g_sc).sum(axis=1),
                            np.trace(e_test), vg, -gn * width**2 * vg)
fourier_form = (change * np.cos(g_sc @ point)).sum()
assert abs(moved_atoms - real_form) < 1e-5
assert abs(real_form - fourier_form) < 1e-7

# --- laboratory difference potential grows with distance, comoving does not ---
stretch = 0.01


def chain(x, period):
    sites = np.arange(-10, 70) * period
    return -np.exp(-(x[:, None] - sites)**2 / (2 * 0.15**2)).sum(axis=1)


x_cell = np.linspace(-0.5, 0.5, 401)
swing = np.ptp(chain(x_cell, 1.0))
lab_change, com_change = {}, {}
for n in (0, 10, 50):
    x = x_cell + n
    before = chain(x, 1.0)
    lab_change[n] = abs(chain(x, 1 + stretch) - before).max() / swing
    com_change[n] = abs(chain((1 + stretch) * x, 1 + stretch) - before).max() / swing
assert lab_change[50] > 0.9 and com_change[50] < 0.02
assert abs(com_change[50] - com_change[0]) < 1e-9

# --- unstrained crystal ---
G = plane_waves(40)
gamma = np.zeros(3)
E_gamma, U_gamma = np.linalg.eigh(hamiltonian(G, gamma))
triplet = U_gamma[:, 1:4]
E_top = E_gamma[1:4].mean()
assert np.ptp(E_gamma[1:4]) < 1e-9 and E_gamma[4] - E_gamma[3] > 0.01


def valley_minimum(axis, F=I3):
    def energy(s):
        return np.linalg.eigvalsh(hamiltonian(G, s * unit_k * I3[axis], F))[4]
    best = minimize_scalar(energy, bounds=(0.6, 1.0), method='bounded',
                           options={'xatol': 1e-5})
    return best.x, best.fun


k0, E_valley = valley_minimum(2)
gap0 = E_valley - E_top

# --- triplet under general strain, rotation and internal displacement ---
rotation = np.array([[0, 0.5, -0.2], [-0.5, 0, 0.7], [0.2, -0.7, 0]])
u_test = e_test + rotation
h = 2e-4
up = np.linalg.eigvalsh(hamiltonian(G, gamma, I3 + h * u_test, 0.5))[1:4]
down = np.linalg.eigvalsh(hamiltonian(G, gamma, I3 - h * u_test, 0.5))[1:4]
direct_rates = (up - down[::-1]) / (2 * h)
kin, pot = project(triplet, strain_operator(G, gamma, e_test, 0.5))
operator_rates = np.linalg.eigvalsh(kin + pot)
triplet_error = abs(direct_rates - operator_rates).max()
assert triplet_error < 1e-4

# --- single bands at a fixed laboratory wave vector ---
k_lab = np.array([0.31, 0.17, 0.08]) * unit_k
E_k, U_k = np.linalg.eigh(hamiltonian(G, k_lab))
kin, pot = strain_operator(G, k_lab, e_test)
band_error, velocity_term = 0.0, 0.0
levels = []
for sign in (1, -1):
    F = I3 + sign * h * e_test
    levels.append(np.linalg.eigvalsh(hamiltonian(G, F.T @ k_lab, F)))
for band in (3, 4):
    c = U_k[:, band]
    momentum = (c**2) @ (k_lab + G)
    extra = k_lab @ e_test @ momentum
    predicted = c @ (kin + pot) @ c + extra
    rate = (levels[0][band] - levels[1][band]) / (2 * h)
    band_error = max(band_error, abs(rate - predicted))
    velocity_term = max(velocity_term, abs(extra))
assert band_error < 1e-4 and velocity_term > 10 * band_error

# --- worked example: biaxial tension in the (001) plane ---
e_par, elastic_ratio = 0.01, 0.39
e_perp = -2 * elastic_ratio * e_par
e_biax = np.diag([e_par, e_par, e_perp])
kin3, pot3 = project(triplet, strain_operator(G, gamma, e_biax))
valence_parts = singlet_minus_doublet(kin3, pot3)
valence_shift = np.linalg.eigvalsh(kin3 + pot3)
valley_parts = []
for axis in (2, 0):
    kc = k0 * unit_k * I3[axis]
    c = np.linalg.eigh(hamiltonian(G, kc))[1][:, 4]
    a, b_part = [c @ op @ c for op in strain_operator(G, kc, e_biax)]
    valley_parts.append(np.array([a, b_part, a + b_part]))
valley_split = valley_parts[0] - valley_parts[1]
first_order = np.concatenate([valence_shift, [valley_parts[0][2], valley_parts[1][2]]])


def direct_shifts(scale):
    F = I3 + scale * e_biax
    top = np.linalg.eigvalsh(hamiltonian(G, gamma, F))[1:4] - E_top
    valleys = [valley_minimum(axis, F)[1] - E_valley for axis in (2, 0)]
    return np.concatenate([top, valleys])


direct_full, direct_half = direct_shifts(1.0), direct_shifts(0.5)
remainder_full = np.linalg.norm(direct_full - first_order)
remainder_half = np.linalg.norm(direct_half - 0.5 * first_order)
order_ratio = remainder_full / remainder_half
assert 3.3 < order_ratio < 4.7


def triplet_split(w):
    return w[2] - w[:2].mean() if w[1] - w[0] < w[2] - w[1] else w[0] - w[1:].mean()


gap_first = gap0 + first_order[3:].min() - first_order[:3].max()
gap_direct = gap0 + direct_full[3:].min() - direct_full[:3].max()


# --- deformation potentials, basis convergence, slope of the form factor ---
def deformation_potentials(basis, slope=1.0):
    E, U = np.linalg.eigh(hamiltonian(basis, gamma))
    tri = U[:, 1:4]
    shear = np.ones((3, 3)) - I3
    b = singlet_minus_doublet(*project(
        tri, strain_operator(basis, gamma, np.diag([0., 0., 1.]), 0, slope)))[2] / 3
    d_values = [singlet_minus_doublet(*project(
        tri, strain_operator(basis, gamma, shear, z, slope)))[2] / (3 * np.sqrt(3))
        for z in (0.0, 0.5)]
    kc = k0 * unit_k * I3[2]
    Ek, Uk = np.linalg.eigh(hamiltonian(basis, kc))
    c = Uk[:, 4]
    xi = sum(c @ op @ c for op in
             strain_operator(basis, kc, np.diag([-1., 0., 1.]), 0, slope))
    return np.array([b, d_values[0], d_values[1], xi, Ek[4] - E[1:4].mean()]) * HARTREE


G_large = plane_waves(80)
potentials = deformation_potentials(G)
basis_shift = deformation_potentials(G_large) - potentials
slope_shift = deformation_potentials(G, 1.1) - potentials
assert abs(basis_shift).max() < 0.05

# --- spin-orbit coupling added to the strained valence triplet ---
spin_orbit = 0.044
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[j, i, k] = 1, -1
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
coupling = sum(np.kron(-1j * levi[:, :, k], pauli[k]) for k in range(3))
doublet_level = (np.trace(kin3 + pot3) - valence_parts[2]) / 3
strain_levels = np.array([doublet_level, doublet_level,
                          doublet_level + valence_parts[2]]) * HARTREE
w_so = np.linalg.eigvalsh(np.kron(np.diag(strain_levels), np.eye(2))
                          + spin_orbit / 3 * coupling)
edge_change = (w_so[-1] - spin_orbit / 3) - strain_levels.max()
kT = const.k * 300 / const.e

shells = form_factor(np.sqrt([3, 8, 11]) * unit_k)[0] * HARTREE
print(f"lattice constant: {lattice_nm:.3f} nm")
print("form factors, shells 3, 8, 11: " + ", ".join(f"{s:.3f}" for s in shells) + " eV")
print(f"plane waves, main and large basis: {len(G)}, {len(G_large)}")
print(f"unstrained gap: {gap0 * HARTREE:.3f} eV")
print(f"valley position: {k0:.3f} x 2 pi/a")
print(f"in-plane strain: {100 * e_par:.2f} %")
print(f"elastic ratio C12/C11 (rough): {elastic_ratio:.2f}")
print(f"out-of-plane strain: {100 * e_perp:.2f} %")
print(f"volume change (trace): {100 * np.trace(e_biax):.2f} %")
for n in (0, 10, 50):
    print(f"chain, 1 % stretch, cell {n}: change/swing lab {lab_change[n]:.4f},"
          f" comoving {com_change[n]:.4f}")
print("valence splitting, singlet minus doublet:")
for name, value in zip(("kinetic part", "potential part", "first order"), valence_parts):
    print(f"  {name}: {value * HARTREE:.4f} eV")
print(f"  direct diagonalization: {triplet_split(direct_full[:3]) * HARTREE:.4f} eV")
print("valley splitting, z valley minus x valley:")
for name, value in zip(("kinetic part", "potential part", "first order"), valley_split):
    print(f"  {name}: {value * HARTREE:.4f} eV")
print(f"  direct diagonalization: {(direct_full[3] - direct_full[4]) * HARTREE:.4f} eV")
print(f"strained gap, first order: {gap_first * HARTREE:.4f} eV")
print(f"strained gap, direct: {gap_direct * HARTREE:.4f} eV")
print(f"remainder norm, full strain: {remainder_full * HARTREE * 1e3:.3f} meV")
print(f"remainder norm, half strain: {remainder_half * HARTREE * 1e3:.3f} meV")
print(f"ratio of remainders: {order_ratio:.2f}")
names = ("b", "d (zeta = 0)", "d (zeta = 0.5)", "Xi_u", "gap at fixed k")
for name, value, shift in zip(names, potentials, basis_shift):
    print(f"{name}: {value:.3f} eV; large-basis shift {shift:.5f} eV")
for i in (0, 2, 3):
    print(f"{names[i]}: shift for 10 % steeper v(q): {slope_shift[i]:.3f} eV")
print("general strain, eV per unit strain:")
print("  triplet, operator: " + ", ".join(f"{w * HARTREE:.4f}" for w in operator_rates))
print("  triplet, direct: " + ", ".join(f"{w * HARTREE:.4f}" for w in direct_rates))
print(f"  largest error at fixed lab k: {band_error * HARTREE:.1e}")
print(f"  largest k.e.p term there: {velocity_term * HARTREE:.3f}")
print(f"spin-orbit splitting (rough input): {spin_orbit:.3f} eV")
print(f"top two valence levels with spin-orbit: {w_so[5] - w_so[3]:.4f} eV apart")
print(f"spin-orbit change of valence-edge shift: {edge_change:.4f} eV")
print(f"thermal energy at 300 K: {kT:.4f} eV")
print(f"valley splitting / thermal energy: {abs(valley_split[2]) * HARTREE / kT:.2f}")
print("checks complete")
```

Running it gives:

```
lattice constant: 0.543 nm
form factors, shells 3, 8, 11: -2.988, 0.722, 0.950 eV
plane waves, main and large basis: 283, 749
unstrained gap: 0.874 eV
valley position: 0.853 x 2 pi/a
in-plane strain: 1.00 %
elastic ratio C12/C11 (rough): 0.39
out-of-plane strain: -0.78 %
volume change (trace): 1.22 %
chain, 1 % stretch, cell 0: change/swing lab 0.0008, comoving 0.0074
chain, 1 % stretch, cell 10: change/swing lab 0.3928, comoving 0.0074
chain, 1 % stretch, cell 50: change/swing lab 1.0008, comoving 0.0074
valence splitting, singlet minus doublet:
  kinetic part: 0.1663 eV
  potential part: -0.0337 eV
  first order: 0.1326 eV
  direct diagonalization: 0.1283 eV
valley splitting, z valley minus x valley:
  kinetic part: -0.1131 eV
  potential part: -0.0363 eV
  first order: -0.1493 eV
  direct diagonalization: -0.1494 eV
strained gap, first order: 0.7156 eV
strained gap, direct: 0.7168 eV
remainder norm, full strain: 8.905 meV
remainder norm, half strain: 2.257 meV
ratio of remainders: 3.95
b: -2.483 eV; large-basis shift -0.00005 eV
d (zeta = 0): 0.033 eV; large-basis shift 0.00013 eV
d (zeta = 0.5): -4.224 eV; large-basis shift -0.00002 eV
Xi_u: 8.390 eV; large-basis shift -0.00027 eV
gap at fixed k: 0.874 eV; large-basis shift -0.00003 eV
b: shift for 10 % steeper v(q): 0.063 eV
d (zeta = 0.5): shift for 10 % steeper v(q): 0.863 eV
Xi_u: shift for 10 % steeper v(q): 0.204 eV
general strain, eV per unit strain:
  triplet, operator: -8.6125, -5.3571, 2.6303
  triplet, direct: -8.6125, -5.3571, 2.6303
  largest error at fixed lab k: 1.0e-06
  largest k.e.p term there: 1.008
spin-orbit splitting (rough input): 0.044 eV
top two valence levels with spin-orbit: 0.1208 eV apart
spin-orbit change of valence-edge shift: -0.0118 eV
thermal energy at 300 K: 0.0259 eV
valley splitting / thermal energy: 5.78
checks complete
```
